\section*{Why Schottky barriers pin near the branch point of gap states}

\section{The decision at stake}

To predict the barrier of a metal contact, one may compute metal and semiconductor separately and subtract their levels, or compute the joined interface. The first route is cheaper, but it omits the charge carried by metal states that leak into the gap. If this charge is large, the subtraction fails. If the interface is computed, the semiconductor layer must be thick enough for the leaked charge to die out.

The contributions are taken here in turn: the decay of the leaked states, their band character, their density, the charge they carry, the effect of broken symmetry, and the electrostatic feedback.

\section{Model and decay}

One conducting channel runs along $x$, with metal at $x<0$ and semiconductor at $x>0$. Near the gap the wave function is
\[
\Psi(x)=\psi_R(x)e^{ik_0x}+\psi_L(x)e^{-ik_0x},
\]
with slowly varying $\psi_R,\psi_L$. Averaging over the rapid oscillation leaves the smoothed density $|\psi_R|^2+|\psi_L|^2$. The two amplitudes obey
\begin{equation}
H=-i\hbar v\,\sigma_z\frac{d}{dx}+\Delta(x)\sigma_x ,
\end{equation}
where $\Delta(x)=\Delta>0$ in the semiconductor and zero in the metal. Energies are measured from midgap, the gap is $2\Delta$, and $v$ is equal on both sides.

A wave $e^{iqx}$ has $E^2=\Delta^2+(\hbar vq)^2$. For $|E|<\Delta$ this requires $q=i\kappa$:
\begin{equation}
\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v}.
\end{equation}
The curve $\kappa(E)$ leaves the valence edge, reaches its maximum $\kappa_b=\Delta/\hbar v$ at $E=0$, and returns to zero at the conduction edge. The maximum is the branch point, where the valence and conduction parts of the complex band meet.

The example uses round parameters: $\Delta=0.5$ eV and $\hbar v=0.5$ eV\,nm, so $\kappa_b=1$ nm$^{-1}$. The density decays over $1/(2\kappa)$, which is 0.50 nm at the branch point and 0.83 nm at $E=\pm0.4$ eV. A fall to one per cent takes $\ln(100)/(2\kappa)$, or 2.3 nm and 3.8 nm. A layer thick enough for the midgap tail to die out is therefore too thin for the tails near a band edge.

\section{Band character}

For a decaying wave $-i\,d/dx$ becomes $i\kappa$. The first row of $H\psi=E\psi$ is $i\hbar v\kappa\,\psi_R+\Delta\psi_L=E\psi_R$, hence
\begin{equation}
\frac{\psi_L}{\psi_R}=\frac{E-i\hbar v\kappa}{\Delta}=e^{i\theta},\qquad \cos\theta=\frac E\Delta .
\end{equation}
The modulus is one because $E^2+(\hbar v\kappa)^2=\Delta^2$. The conduction-edge state is $(1,1)/\sqrt2$, and its weight in the normalized spinor is $|1+e^{i\theta}|^2/4=(1+E/\Delta)/2$.

This compares the tail with the edge states alone. For the full bands, take the normalized half-line tail $\sqrt{2\kappa}\,e^{-\kappa x}(1,e^{i\theta})/\sqrt2$. Its Fourier amplitude is proportional to $1/(\kappa+iq)$, so its momentum distribution is $P(q)=(\kappa/\pi)/(q^2+\kappa^2)$. The projector on the conduction band is $\frac12(1+H_q/\varepsilon_q)$, with $\varepsilon_q=\sqrt{\Delta^2+(\hbar vq)^2}$. In the tail $\langle\sigma_z\rangle=0$ and $\langle\sigma_x\rangle=E/\Delta$, so $\langle H_q\rangle=E$ and
\[
w_c=\frac12+\frac E2\int_{-\infty}^{\infty}\frac{P(q)}{\varepsilon_q}\,dq .
\]
Substitute $q=\kappa_b\,\tau/\sqrt{1-\tau^2}$. Then $dq/\varepsilon_q=d\tau/[\hbar v(1-\tau^2)]$ and $q^2+\kappa^2=[\kappa^2+(\kappa_b^2-\kappa^2)\tau^2]/(1-\tau^2)$. With $p=\sqrt{\kappa_b^2-\kappa^2}=|E|/\hbar v$,
\begin{align}
\int\frac{P}{\varepsilon_q}dq
&=\frac{\kappa}{\pi\hbar v}\int_{-1}^{1}\frac{d\tau}{\kappa^2+p^2\tau^2}
=\frac{2}{\pi|E|}\arctan\frac p\kappa ,\nonumber\\
w_c&=\frac12+\frac1\pi\arcsin\frac E\Delta .
\end{align}
The last step uses $\arctan(p/\kappa)=\arcsin(|E|/\Delta)$. The tail is half valence and half conduction at the branch point. At $E=-0.25$ eV the conduction fraction is $\frac12-\frac16=0.333$, and at $+0.25$ eV it is 0.667. The change extends over the whole gap; it is slowest at the branch point and steepest at the band edges.

\section{Density of the gap states}

The equation is of first order, so both amplitudes are continuous at $x=0$. An incoming metal wave with $|\psi_R|=1$ is reflected with $\psi_L=e^{i\theta}$ at the interface. Reflection is total, and the smoothed density is 2 in the metal and $2e^{-2\kappa x}$ in the semiconductor. Incoming states have density $1/(2\pi\hbar v)$ per unit energy, length and spin. Therefore
\begin{equation}
D(x,E)=\frac{e^{-2\kappa(E)x}}{\pi\hbar v}\quad(x>0),\qquad
N(E)=\int_0^\infty D\,dx=\frac{1}{2\pi\sqrt{\Delta^2-E^2}} .
\end{equation}
At $x=0$ this equals the metal's own density, since the metal has two movers contributing $1/(2\pi\hbar v)$ each. The total $N$ is smallest at the branch point, where the tails are shortest. With both spins it is there $1/(\pi\Delta)=0.64$ eV$^{-1}$.

An independent calculation used a chain with site spacing $a=0.01$ nm: equal bonds $t=\hbar v/2a$ in the metal, and alternating bonds $t\pm\Delta/2$ in the semiconductor, the stronger one first. At $x=1.01$ nm and $E=0.25$ eV its cell-averaged density was 0.1108 eV$^{-1}$\,nm$^{-1}$ per spin, against 0.1107 from the formula.

\section{Charge: what filling the states costs}

A filled gap state is not one extra electron, because the interface also removes density from the bands. At each $x$ the local states remain complete, so the change $\delta D$ caused by the interface obeys
\begin{equation}
\int_{-\infty}^{\infty}\delta D(x,E)\,dE=0 .
\end{equation}
The matrix $\sigma_y$ anticommutes with $\sigma_z$ and $\sigma_x$. It turns a state at $E$ into one at $-E$ with the same smoothed density, so $\delta D(x,E)=\delta D(x,-E)$. Each half of the integral then vanishes: with states filled up to $E=0$, the semiconductor is neutral at every $x$ in the smoothed sense. The linear bands have no bottom, but the alternating-bond chain supplies one and keeps the symmetry, which there is a sign change on every second site.

The deficit in the valence band is thus the gap density below zero, $\int_{-\Delta}^0N\,dE=\frac14$ state per spin. The band fractions give the same value. This follows from $w_c(E)+w_c(-E)=1$ alone, so it is a consistency check and not a test of the arcsine. With $E=\Delta\sin s$,
\[
\int_{-\Delta}^{\Delta}N(1-w_c)\,dE=\int_{-\pi/2}^{\pi/2}\frac{ds}{2\pi}\Bigl(\frac12-\frac s\pi\Bigr)=\frac14 .
\]

If the Fermi level lies at $\eta$ relative to the branch point, the excess electron number, both spins included, is
\begin{equation}
Q(\eta)=2\int_0^\eta N\,dE=\frac1\pi\arcsin\frac\eta\Delta .
\end{equation}
At $\eta=0.25$ eV this is $\frac16=0.1667$. The chain, with occupations summed over all energies and hence with the valence deficit included, gave 0.1667 as well, and zero at $\eta=0$. A Fermi level above the branch point charges the semiconductor side negatively; one below charges it positively.

\section{What broken symmetry changes}

\subsection{A scatterer at the interface}

Raise the last metal site by an energy $W$, and let $u=Wa/\hbar v\ll1$. This breaks the symmetry between $E$ and $-E$. A level at $\epsilon$ contributes $\frac1\pi\int_0^\infty{\rm Re}\,(\mu+i\omega-\epsilon)^{-1}d\omega=\frac12{\rm sgn}(\mu-\epsilon)$. The occupation of site $j$ per spin is therefore $\frac12+\frac1\pi\int_0^\infty{\rm Re}\,G_{jj}(\mu+i\omega)\,d\omega$. To first order in $W$, at $\mu=0$,
\begin{equation}
\delta n_j=\frac W\pi\int_0^\infty{\rm Re}\,[G_{js}(i\omega)^2]\,d\omega ,
\end{equation}
where $s$ is the scatterer site and $G_{js}=G_{sj}$.

At energy $i\omega$ the tail has $\hbar v\kappa'=\sqrt{\Delta^2+\omega^2}$ and $\psi_L/\psi_R=-ir$, with $r=(\sqrt{\Delta^2+\omega^2}-\omega)/\Delta$. Setting $\omega=\Delta\sinh y$ gives $r=e^{-y}$. The source sends out a right-mover of size $a/\hbar v$. Since $k_0=\pi/2a$, the two movers add on one sublattice and subtract on the other, so $|G_{js}|=(a/\hbar v)(1\pm r)e^{-\kappa'x}$.

With the stronger bond first, the larger value belongs to the scatterer's own sublattice. At zero energy the chain equations link only sites of one sublattice, and from one such site to the next the amplitude falls by the ratio of weak to strong bond. As $r>0$ for all $\omega$, the assignment does not switch. At imaginary energy $G_{js}$ is imaginary within a sublattice and real between sublattices, so one cell of length $2a$ contributes
\[
\Bigl(\frac a{\hbar v}\Bigr)^2\bigl[(1-r)^2-(1+r)^2\bigr]e^{-2\kappa'x}=-4r\Bigl(\frac a{\hbar v}\Bigr)^2e^{-2\kappa'x}.
\]
Divide by $2a$, integrate over $x>X$, and include both spins:
\begin{align}
\delta Q_X&=-\frac{2W}{\pi}\,\frac{2a}{(\hbar v)^2}\int_0^\infty d\omega\,r\,\frac{e^{-2\kappa'X}}{2\kappa'}\nonumber\\
&=-\frac{2u}{\pi}\int_0^\infty dy\,e^{-y-2\kappa_bX\cosh y},
\end{align}
because $d\omega/\sqrt{\Delta^2+\omega^2}=dy$. A small rise $\eta$ of the Fermi level adds $\eta\,e^{-2\kappa_bX}/(\pi\Delta)$ electrons beyond $X$. The charge beyond $X$ vanishes at
\begin{equation}
\eta_X=2u\Delta\int_0^\infty dy\,e^{-y-2\kappa_bX(\cosh y-1)} .
\end{equation}
The smoothing over cells requires $X\gg a$. Within that limit the level approaches $2u\Delta$ when $\kappa_bX\ll1$; at the interface itself the alternation of charge between sites also counts, and the formula does not apply. For $\kappa_bX\gg1$ small $y$ dominates, $\cosh y-1\simeq y^2/2$, and $\eta_X\simeq u\Delta\sqrt{\pi/(\kappa_bX)}$. Neutrality thus depends on the interface, but its level approaches the branch point with depth, though slowly.

For $u=0.05$ the formula gives 0.032, 0.027 and 0.019 eV beyond 0.5, 1 and 3 nm. The chain gives 0.031, 0.026 and 0.019 eV. This is the sense of pinning \emph{near} a neutrality level: the offset is not zero, and its size is set by the interface. Here 0.03 eV is small beside the gap because the scatterer is weak, $Wa=0.025$ eV\,nm. The offset grows with $u$: a perturbation of 1 eV over 0.25 nm has $u=0.5$, where the first-order formula is only a rough guide and points to a few tenths of an eV.

\subsection{Unequal bands}

In the model so far, branch point and midgap coincide. To separate them, take a crystal with alternating bonds $t_1,t_2$ and an equal hop $t'$ between neighbouring cells on both sublattices. With $c=\cos k$,
\begin{equation}
E=2t'c\pm\sqrt{R(c)},\qquad R=t_1^2+t_2^2+2t_1t_2c .
\end{equation}
In the gap $k=\pi+i\kappa$, with $\kappa$ per cell, and $c=-\cosh\kappa$. The branches meet where $R=0$:
\begin{equation}
c_b=-\frac{t_1^2+t_2^2}{2t_1t_2},\qquad E_b=2t'c_b .
\end{equation}
Differentiating $(E-2t'c)^2=R$ with respect to $E$ gives $2(E-2t'c)(1-2t'c')=2t_1t_2c'$. At the meeting point the left side is zero, so $c'=0$. Nearby $(E-E_b)^2\simeq2t_1t_2(c-c_b)$, so $c$ is lowest and $\kappa$ largest at $E_b$.

The Green function traced over the cell is
\[
{\rm Tr}\,G=\frac{2(E-2t'c)}{(E-2t'c)^2-R(c)} .
\]
At the pole that governs the tail, the numerator is $-2\sqrt R$ on the valence branch and $+2\sqrt R$ on the conduction branch. The residue also contains the slope of the denominator in $c$, which is $-4t'(E-2t'c)-2t_1t_2$. At $E_b$ this equals $-2t_1t_2$, so it keeps its sign nearby, and the tail changes sign at $E_b$.

For $t_1=1.5$, $t_2=0.5$ and $t'=0.15$ eV the band edges are $-1.3$ and $0.7$ eV, with midgap at $-0.3$ eV. The branch point is $0.3\times(-2.5/1.5)=-0.5$ eV. A direct sum over the bands, at a separation of six cells, changed sign at $-0.500$ eV. The change of character follows the branch point and not midgap. The charge of a junction with these unequal bands was not computed.

\section{Electrostatic feedback}

Let parallel channels each occupy an area $A$, with background permittivity $\varepsilon_b$ from all other electrons. Let $\eta_0$ be the Fermi level relative to the branch point before charge flows, and $\eta$ its value deep in the semiconductor afterwards. The slope $S=d\eta/d\eta_0$ is 1 without pinning and 0 with complete pinning. The electron barrier is $\Delta-\eta$.

With $n(x)$ excess electrons per length, the electron potential energy obeys
\[
U''=-g\,n(x),\qquad g=\frac{e^2}{\varepsilon_0\varepsilon_bA},\qquad U(0)=0,\quad U'(\infty)=0 .
\]
The condition at $x=0$ treats the metal as an ideal screening plane. Integrating once gives $U'(x)=g\int_x^\infty n\,dx'$. Integrating again and exchanging the order gives $U(\infty)=g\int_0^\infty x\,n\,dx$. To first order $n=2D(x,0)\eta_0$, and since $\int_0^\infty xe^{-2\kappa_bx}dx=1/(4\kappa_b^2)$,
\begin{equation}
U(\infty)=d\,\eta_0,\qquad d=g\,\frac{2}{\pi\hbar v}\,\frac{(\hbar v)^2}{4\Delta^2}=\frac{e^2\hbar v}{2\pi\Delta^2A\varepsilon_0\varepsilon_b} .
\end{equation}
Excess electrons raise the semiconductor bands, so $\eta=\eta_0-U(\infty)$ and $S\simeq1-d$ for $d\ll1$. If the charge is instead taken to respond to the final $\eta$ with an unchanged profile, $\eta=\eta_0-d\eta$ and $S=1/(1+d)$. This second step is an estimate.

The channel also polarizes as a dielectric. Its spinor turns with $q$ through the angle $\varphi=\arctan(\hbar vq/\Delta)$, so the interband position element is $|x_{cv}|=\frac12|d\varphi/dq|=\hbar v\Delta/(2\varepsilon_q^2)$. Second-order perturbation theory with excitation energy $2\varepsilon_q$ and two spins gives the polarizability per length
\begin{align}
\alpha&=2\int\frac{dq}{2\pi}\,\frac{2e^2|x_{cv}|^2}{2\varepsilon_q}
=\frac{e^2(\hbar v\Delta)^2}{4\pi}\int\frac{dq}{\varepsilon_q^5}
=\frac{e^2\hbar v}{3\pi\Delta^2},
\end{align}
using $\int dq/\varepsilon_q^5=4/(3\hbar v\Delta^4)$. The channel adds $\varepsilon_{ch}=\alpha/(\varepsilon_0A)$ to the bulk permittivity, and $d=\frac32\varepsilon_{ch}/\varepsilon_b$.

With $A=0.4$ nm$^2$ and $\varepsilon_b=2$, $\varepsilon_{ch}=9.6$ and $d=1.5\times9.6/2=7.2$. This is far from weak coupling, so the potential was found self-consistently from
\begin{equation}
V_i=-\eta_0+\sum_{jl}K_{ij}\chi_{jl}V_l,\qquad K_{ij}=g\min(x_i,x_j),
\end{equation}
where $\chi$ is the static density response of a coarser chain joined to the metal, with site spacing 0.025 nm and a length of 8 nm. This is linear response in mean field, without exchange or correlation. Deep inside, $V=-S\eta_0$. With the coupling reduced a thousandfold, $(1-S)/d=1.001$, which confirms the first-order result. At full coupling $S=0.11$ for this site spacing; finer spacing lowers it slightly, towards about 0.10.

\section{Weighing the contributions}

Dividing the dipole by the full bulk permittivity, $2+9.6=11.6$, gives $d=1.24$ and $S=1/2.24=0.45$, four times the self-consistent value. Using $\varepsilon_b$ alone gives $1/8.2=0.12$, close to 0.11. That closeness is found at one parameter set and is not derived. The cause of the first estimate's failure was not tested.

For $\eta_0=-0.3$ and $+0.3$ eV the subtraction of separate levels gives barriers of 0.80 and 0.20 eV. The dipole changes them to $0.5\pm0.11\times0.3$, or 0.53 and 0.47 eV. A spread of 0.60 eV shrinks to 0.07 eV around the branch-point value of 0.50 eV. Near the interface the shift reaches $0.6\Delta$, where the total charge $\arcsin(0.6)/\pi$ exceeds its linear value by 7\%, so the last digit is uncertain.

When the bond between metal and semiconductor is cut and all else is held fixed, $S$ returns to 1. The cut chain, with its stronger bond first, has no end state in the gap, and its polarizability alone does not pin the level. In this model the pinning comes from penetration of the metal states. For these parameters, with $d$ well above 1, subtracting separate levels fails and the joined interface should be computed. Where $d\ll1$, the subtraction is a fair first estimate in this model.

Set beside real contacts, the gap of 1 eV and total permittivity near 12 are ordinary for a covalent semiconductor, and $0.64/0.4=1.6$ states per eV and nm$^2$ is a plausible size. The value $\varepsilon_b=2$ is not a bulk dielectric constant; it leaves out the channel. Barriers on silicon do depend weakly on the metal, with reported slopes against the metal work function between roughly 0.1 and 0.3; that the model's value is of this order rests on chosen parameters. Real metals screen over a finite length. This lengthens the dipole and lowers $S$. The first-order charge depth of 0.5 nm is no guide to the size of the effect, because at strong coupling the charge gathers closer to the interface, where an added length matters more. Real interfaces also have many transverse momenta with different gaps, bond dipoles and defects, whose effect on $S$ this model cannot give. An insulating layer that keeps the metal states out of the semiconductor can raise $S$, provided neither the layer nor the semiconductor surface has gap states of its own. It need not bring $S$ to the cut-bond value of 1, because metal states also leak into the layer and form a dipole there. Doping and the wide depletion layer are omitted; they bend the bands over longer distances.

The complete values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap: 1.000 eV; hv: 0.500 eV nm
Area per channel: 0.400 nm^2; background permittivity: 2.00
Branch-point kappa: 1.0000 nm^-1
Interface density, both spins: 1.2732 eV^-1 nm^-1
Depth-integrated density at E=0, both spins: 0.6366 eV^-1
E=-0.40 eV: density decay length 0.8333 nm, edge weight 0.1000, conduction fraction 0.2048
E=-0.25 eV: density decay length 0.5774 nm, edge weight 0.2500, conduction fraction 0.3333
E=+0.00 eV: density decay length 0.5000 nm, edge weight 0.5000, conduction fraction 0.5000
E=+0.25 eV: density decay length 0.5774 nm, edge weight 0.7500, conduction fraction 0.6667
E=+0.40 eV: density decay length 0.8333 nm, edge weight 0.9000, conduction fraction 0.7952
E=+0.00 eV, x=1.01 nm: density per spin lattice 0.08445, formula 0.08445 eV^-1 nm^-1
E=+0.25 eV, x=1.01 nm: density per spin lattice 0.11083, formula 0.11070 eV^-1 nm^-1
E=-0.40 eV, x=1.01 nm: density per spin lattice 0.18992, formula 0.18946 eV^-1 nm^-1
E_F=-0.25 eV: excess electrons lattice -0.16674, formula -0.16667
E_F=+0.00 eV: excess electrons lattice +0.00000, formula +0.00000
E_F=+0.25 eV: excess electrons lattice +0.16674, formula +0.16667
E_F=+0.40 eV: excess electrons lattice +0.29547, formula +0.29517
Scatterer strength u: 0.050; u*hv: 0.0250 eV nm
Neutrality level beyond 0.5 nm: lattice 0.03127, formula 0.03181 eV
Neutrality level beyond 1.0 nm: lattice 0.02635, formula 0.02667 eV
Neutrality level beyond 3.0 nm: lattice 0.01863, formula 0.01878 eV
Asymmetric model hops: t1=1.50, t2=0.50, t'=0.15 eV
Asymmetric band edges: -1.3000, 0.7000 eV
Asymmetric midgap: -0.3000 eV; branch formula: -0.5000 eV
Green-function sign change: -0.5000 eV
Energy of fastest decay: -0.5005 eV
Dipole number d with background permittivity: 7.1998
Weak-coupling (1-S)/d: 1.0014
Channel permittivity: lattice 9.4937, formula 9.5998
Total permittivity: 11.5998
Dipole number with total permittivity: 1.2414
Slope S, simple dipole estimate: 0.4462
Slope S, self-consistent response: 0.1116
Slope S with metal bond cut: 1.000000
Unscreened offset -0.30 eV: electron barrier without dipole 0.8000, with dipole 0.5335 eV
Unscreened offset +0.00 eV: electron barrier without dipole 0.5000, with dipole 0.5000 eV
Unscreened offset +0.30 eV: electron barrier without dipole 0.2000, with dipole 0.4665 eV
\end{verbatim}
